# Heavy-hole and light-hole level order in an unstrained germanium well: verification in Python

```python
"""Order of the second heavy-hole (HH2) and first light-hole (LH1) levels
in an unstrained hard-wall (001) Ge well at zero in-plane wavevector.

Results under test, with hole energies counted positive:
 four-band model: HH2 < LH1 at every width if and only if 10*g2 > 3*g1;
 six-band model:  HH2 < LH1 only for width > Lc, where
 Lc^2 = 9 pi^2 (hbar^2/2m0) (g1-2g2)(4g2-g1) / (D (10g2-3g1)).
g1, g2, g3: Luttinger parameters; D: split-off energy;
t = hbar^2 pi^2/(2 m0 width^2). Energies in meV, lengths in nm.
Band parameters are typical literature values; wall data are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

HB2 = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18  # meV nm^2
G1, G2, G3 = 13.38, 4.24, 5.69
SPLIT = 290.0
GAP_CB, EP = 890.0, 26300.0      # direct gap and Kane energy
WIDTH = 20.0
WALL, WALL_MASS = 4000.0, 0.5    # rough oxide-like wall
B_DEF, C_RATIO = -2500.0, 0.375  # rough shear potential and C12/C11


def t_of(width):
    return HB2 * np.pi**2 / width**2


# p orbitals X, Y, Z times spin
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
orb = [-1j * eps[i] for i in range(3)]
spin = [np.array([[0, 1], [1, 0]]) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.diag([1, -1]) / 2]
J = [np.kron(orb[i], np.eye(2)) + np.kron(np.eye(3), spin[i])
     for i in range(3)]
LS = sum(np.kron(orb[i], spin[i]) for i in range(3))
SOC = (2 / 3) * (0.5 * np.eye(6) - LS)  # 0 for J=3/2, 1 for J=1/2
J2 = sum(m @ m for m in J)
_, U = np.linalg.eigh(10 * J2 + J[2])
# columns: 1 = split-off (+1/2), 4 = light (+1/2), 5 = heavy (+3/2)


def kinetic(kvec, g1=G1, g2=G2, g3=G3):
    """Hole kinetic matrix in units hbar^2/2m0, orbital times spin."""
    kvec = np.asarray(kvec, float)
    mat = 6 * g3 * np.outer(kvec, kvec)
    np.fill_diagonal(mat, (g1 - 2*g2) * (kvec @ kvec) + 6*g2*kvec**2)
    return np.kron(mat, np.eye(2))


# Compare with the angular-momentum form for a general wavevector
kv = np.array([0.31, -0.47, 0.82])
four = U[:, 2:6]
J4 = [four.conj().T @ m @ four for m in J]
lutt = (G1 + 2.5*G2) * (kv @ kv) * np.eye(4, dtype=complex)
for i in range(3):
    lutt -= 2 * G2 * kv[i]**2 * J4[i] @ J4[i]
    for j in range(i):
        lutt -= 2 * G3 * kv[i] * kv[j] * (J4[i] @ J4[j] + J4[j] @ J4[i])
assert np.allclose(four.conj().T @ kinetic(kv) @ four, lutt, atol=1e-10)
hz = kinetic([0, 0, 1]) + 7 * SOC
assert np.allclose(hz @ J[2], J[2] @ hz, atol=1e-12)


def fd_levels(cols, width, field=0.0, g2=G2, points=200):
    """Lowest three levels of a hard-wall well; field in meV/nm."""
    basis = U[:, cols]
    kin = basis.conj().T @ kinetic([0, 0, 1], g2=g2) @ basis
    soc = SPLIT * basis.conj().T @ SOC @ basis
    step = width / (points + 1)
    z = step * np.arange(1, points + 1) - width / 2
    lap = (2*np.eye(points) - np.eye(points, k=1)
           - np.eye(points, k=-1)) * HB2 / step**2
    ham = (np.kron(lap, kin) + np.kron(np.diag(field*z), np.eye(len(cols)))
           + np.kron(np.eye(points), soc))
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 2])


def fd_gap(width, field=0.0):
    return fd_levels([4, 1], width, field)[0] - fd_levels([5], width, field)[1]


def heavy(n, width):
    return (G1 - 2*G2) * n**2 * t_of(width)


def light_four(width):
    return (G1 + 2*G2) * t_of(width)


def light_six(width):
    t = t_of(width)
    root = np.sqrt((2*G2*t - SPLIT)**2 + 32*G2**2*t**2)
    return 0.5 * ((2*G1 + 2*G2)*t + SPLIT - root)


def critical_width(g2=G2):
    return np.sqrt(9*np.pi**2*HB2*(G1 - 2*g2)*(4*g2 - G1)
                   / (SPLIT*(10*g2 - 3*G1)))


# Four-band criterion on both sides of its boundary
for ratio in (0.29, 0.31):
    for width in (3.0, 20.0, 60.0):
        diff = (fd_levels([4], width, g2=ratio*G1)[0]
                - fd_levels([5], width, g2=ratio*G1)[1])
        assert (diff > 0) == (ratio > 0.3)
for width in (3.0, 20.0, 60.0):
    assert fd_levels([4], width)[0] > fd_levels([5], width)[1]

# Six-band levels and crossing; tolerances cover the finite grid
for width in (5.0, WIDTH):
    assert abs(fd_levels([4, 1], width)[0] / light_six(width) - 1) < 5e-4
    assert abs(fd_levels([5], width)[1] / heavy(2, width) - 1) < 5e-4
LC = critical_width()
lc_fd = brentq(fd_gap, 6, 15, xtol=1e-4)
assert abs(lc_fd / LC - 1) < 3e-3
for width in np.geomspace(1, 100, 60):
    kz = np.pi / width
    one = np.linalg.eigvalsh(HB2*kinetic([0, 0, kz]) + SPLIT*SOC)
    two = np.linalg.eigvalsh(HB2*kinetic([0, 0, 2*kz]) + SPLIT*SOC)
    assert (one[2] > two[0]) == (width > LC)
# Wide-well and narrow-well limits
t_wide = t_of(100.0)
assert abs((light_four(100.0) - fd_levels([4, 1], 100.0, points=400)[0])
           / (8*G2**2*t_wide**2/SPLIT) - 1) < 0.2  # small difference on grid
tiny = np.linalg.eigvalsh(HB2*kinetic([0, 0, np.pi/0.05]) + SPLIT*SOC)
assert abs(tiny[2] / tiny[0] - 1) < 1e-3


def light_eight(width):
    """LH1 with conduction coupling, p components zero at the walls."""
    t = t_of(width)
    ham = np.zeros((8, 8), complex)
    ham[2:, 2:] = HB2*kinetic([0, 0, np.pi/width]) + SPLIT*SOC
    for s in (0, 1):
        ham[s, s] = -GAP_CB
        ham[6+s, 6+s] -= EP / GAP_CB * t
        ham[s, 6+s] = ham[6+s, s] = np.sqrt(EP*t)
    return np.linalg.eigvalsh(ham)[4]


lc_eight = brentq(lambda w: light_eight(w) - heavy(2, w), 6, 40)
h = G1 - 2*G2


def crossing_eight(t):
    zeta = G1 + 4*G2 - EP/GAP_CB + EP/(GAP_CB + 4*h*t)
    return t - SPLIT*(2*zeta - 11*h)/(9*h*(zeta - 4*h))


t_eight = brentq(crossing_eight, 1e-4, t_of(LC))
assert abs(np.pi*np.sqrt(HB2/t_eight) / lc_eight - 1) < 1e-7


def wall_level(n, inv_mass, width, barrier_mass):
    def phase(energy):
        k = np.sqrt(energy / (HB2*inv_mass))
        kappa = np.sqrt((WALL - energy)*barrier_mass/HB2)
        return k*width + 2*np.arctan2(k*barrier_mass*inv_mass, kappa) - n*np.pi
    return brentq(phase, 1e-9, WALL*(1 - 1e-12))


def wall_fd(n, inv_mass, width, barrier_mass):
    step, pad = 0.02, 2.0
    z = (np.arange(round((width + 2*pad)/step)) + 0.5)*step - pad
    inside = (z > 0) & (z < width)
    mass = np.where(inside, 1/inv_mass, barrier_mass)
    link = 2 / (mass[1:] + mass[:-1])
    left = np.r_[1/mass[0], link]
    right = np.r_[link, 1/mass[-1]]
    diag = HB2*(left + right)/step**2 + np.where(inside, 0, WALL)
    return eigh_tridiagonal(diag, -HB2*link/step**2, eigvals_only=True,
                            select='i', select_range=(n-1, n-1))[0]


A = G1 + 2*G2


def wall_pair(width, same_mass):
    mh, ml = (1/h, 1/A) if same_mass else (WALL_MASS, WALL_MASS)
    return wall_level(2, h, width, mh), wall_level(1, A, width, ml)


for n, inv in ((2, h), (1, A)):
    for mb in (WALL_MASS, 1/inv):
        ratio = wall_fd(n, inv, WIDTH, mb) / wall_level(n, inv, WIDTH, mb)
        assert abs(ratio - 1) < 5e-3
wall_widths = []
for same in (True, False):
    wall_widths.append(brentq(
        lambda w: wall_pair(w, same)[1] - wall_pair(w, same)[0], 3, 200))

# Transverse field that reverses the order; 1 MV/cm = 100 meV/nm
flip_field = brentq(lambda f: fd_gap(WIDTH, f), 0, 10, xtol=1e-4)
assert fd_gap(WIDTH, 0.5*flip_field) > 0 > fd_gap(WIDTH, 2*flip_field)

# Strain splitting for unit in-plane tension
strain = [1, 1, -2*C_RATIO]
pikus = B_DEF*sum(strain[i]*(J4[i] @ J4[i] - 1.25*np.eye(4))
                  for i in range(3))
split_strain = (pikus[3, 3] - pikus[2, 2]).real
assert np.isclose(split_strain, -2*B_DEF*(1 + 2*C_RATIO))
gap_six = light_six(WIDTH) - heavy(2, WIDTH)
flip_strain = gap_six / split_strain

# In-plane mixing of HH2 and LH1
mixed = kinetic([1, 0, 1]) - kinetic([1, 0, 0]) - kinetic([0, 0, 1])
element = abs(U[:, 5].conj() @ mixed @ U[:, 4])
assert np.isclose(element, 2*np.sqrt(3)*G3)
overlap = abs(quad(lambda z: 2/WIDTH*np.sin(np.pi*z/WIDTH)
                   * 2*np.pi/WIDTH*np.cos(2*np.pi*z/WIDTH), 0, WIDTH)[0])
assert np.isclose(overlap, 8/(3*WIDTH))
mix_rate = HB2*element*overlap
k_mix = gap_six/(2*mix_rate)

print(f"Luttinger g1, g2, g3: {G1}, {G2}, {G3}")
print(f"split-off energy: {SPLIT:.0f} meV")
print(f"hbar^2/(2 m0): {HB2:.3f} meV nm^2")
print(f"heavy coefficient g1-2g2: {h:.2f}")
print(f"light coefficient g1+2g2: {A:.2f}")
print(f"four times heavy coefficient: {4*h:.2f}")
print(f"four-band ratio LH1/HH2: {A/(4*h):.4f}")
print(f"margin 10g2-3g1: {10*G2-3*G1:.2f}")
print(f"g2 at four-band boundary: {0.3*G1:.3f}")
print(f"g2 reduction to boundary: {100*(1-0.3*G1/G2):.1f} %")
print(f"six-band critical width, formula: {LC:.2f} nm")
print(f"six-band critical width, grid: {lc_fd:.2f} nm")
print(f"t at six-band crossing: {t_of(LC):.3f} meV")
print(f"HH2 = LH1 at six-band crossing: {heavy(2, LC):.2f} meV")
print(f"critical width, g2 lower by 2%: {critical_width(.98*G2):.2f} nm")
print(f"critical width, g2 higher by 2%: {critical_width(1.02*G2):.2f} nm")
print("width nm | HH1 | HH2 | LH1 four-band | LH1 six-band, meV")
for w in (6.0, 8.0, 12.0, 20.0, 30.0):
    print(f"{w:.0f} | {heavy(1,w):.2f} | {heavy(2,w):.2f} | "
          f"{light_four(w):.2f} | {light_six(w):.2f}")
print(f"example width: {WIDTH:.0f} nm; t: {t_of(WIDTH):.4f} meV")
print(f"example six-band LH1-HH2: {gap_six:.3f} meV")
print(f"conduction gap: {GAP_CB:.0f} meV; Kane energy: {EP/1000:.1f} eV")
print(f"example eight-band LH1: {light_eight(WIDTH):.3f} meV")
print(f"eight-band critical width: {lc_eight:.2f} nm")
print(f"rough wall: {WALL/1000:.1f} eV; barrier mass: {WALL_MASS} m0")
for label, same, wc in (("well masses in wall", True, wall_widths[0]),
                        ("rough barrier mass", False, wall_widths[1])):
    e_h, e_l = wall_pair(WIDTH, same)
    print(f"{label}: HH2 {e_h:.2f}, LH1 {e_l:.2f} meV at 20 nm")
    print(f"{label}: four-band critical width {wc:.1f} nm")
print(f"field reversing order at 20 nm: {flip_field/100:.4f} MV/cm")
print(f"rough shear potential: {B_DEF/1000:.1f} eV; C12/C11: {C_RATIO}")
print(f"tensile strain closing gap: {100*flip_strain:.4f} %")
print(f"in-plane HH2-LH1 coupling / k: {mix_rate:.1f} meV nm")
print(f"k where coupling is half the gap: {k_mix:.5f} 1/nm")
for temp in (4.2, 300.0):
    print(f"kT at {temp:.1f} K: {const.k*temp/const.e*1000:.3f} meV")
print("tests ok")
```

It prints:

```
Luttinger g1, g2, g3: 13.38, 4.24, 5.69
split-off energy: 290 meV
hbar^2/(2 m0): 38.100 meV nm^2
heavy coefficient g1-2g2: 4.90
light coefficient g1+2g2: 21.86
four times heavy coefficient: 19.60
four-band ratio LH1/HH2: 1.1153
margin 10g2-3g1: 2.26
g2 at four-band boundary: 4.014
g2 reduction to boundary: 5.3 %
six-band critical width, formula: 9.52 nm
six-band critical width, grid: 9.51 nm
t at six-band crossing: 4.151 meV
HH2 = LH1 at six-band crossing: 81.37 meV
critical width, g2 lower by 2%: 11.65 nm
critical width, g2 higher by 2%: 8.34 nm
width nm | HH1 | HH2 | LH1 four-band | LH1 six-band, meV
6 | 51.18 | 204.73 | 228.33 | 168.32
8 | 28.79 | 115.16 | 128.44 | 109.29
12 | 12.80 | 51.18 | 57.08 | 53.47
20 | 4.61 | 18.43 | 20.55 | 20.10
30 | 2.05 | 8.19 | 9.13 | 9.05
example width: 20 nm; t: 0.9401 meV
example six-band LH1-HH2: 1.675 meV
conduction gap: 890 meV; Kane energy: 26.3 eV
example eight-band LH1: 19.721 meV
eight-band critical width: 12.06 nm
rough wall: 4.0 eV; barrier mass: 0.5 m0
well masses in wall: HH2 17.65, LH1 18.79 meV at 20 nm
well masses in wall: four-band critical width 8.2 nm
rough barrier mass: HH2 17.24, LH1 15.56 meV at 20 nm
rough barrier mass: four-band critical width 40.9 nm
field reversing order at 20 nm: 0.0201 MV/cm
rough shear potential: -2.5 eV; C12/C11: 0.375
tensile strain closing gap: 0.0191 %
in-plane HH2-LH1 coupling / k: 100.1 meV nm
k where coupling is half the gap: 0.00836 1/nm
kT at 4.2 K: 0.362 meV
kT at 300.0 K: 25.852 meV
tests ok
```
